\section*{Siegert's Theorem and the Rate of Electric Multipole Radiation, part 2}

A localized source with Hamiltonian $H_0$ goes from an eigenstate $i$ to an eigenstate $f$ and emits one photon of energy $E_i-E_f=\hbar\omega=\hbar ck$. We want the rate of electric multipole emission, computed from the charge density where possible. Units are Gaussian, and recoil is neglected. The transition densities are $\rho=\langle f|\hat\rho|i\rangle$ and $\mathbf J=\langle f|\hat{\mathbf J}|i\rangle$. Charge conservation between eigenstates gives
\begin{equation}
\nabla\cdot\mathbf J=-\frac{i}{\hbar}(-\hbar\omega)\rho=i\omega\rho .
\label{cont}
\end{equation}
For $L\ge1$, with spherical Bessel functions $j_L$ and spherical harmonics $Y_{LM}$, the magnetic mode $\mathbf F_{LM}$ and the electric mode $\mathbf A_{LM}$ are
\begin{equation}
\mathbf X_{LM}=\frac{-i\,\mathbf r\times\nabla Y_{LM}}{\sqrt{L(L+1)}},\qquad
\mathbf F_{LM}=j_L(kr)\,\mathbf X_{LM},\qquad
\mathbf A_{LM}=\frac1k\nabla\times\mathbf F_{LM}.
\label{modes}
\end{equation}
The emission amplitude $I_{LM}=\int\mathbf J\cdot\mathbf A^*_{LM}\,d^3r$ is, for any $k$,
\begin{equation}
I_{LM}=-\frac{1}{\sqrt{L(L+1)}}\left[c\int\rho\,g_LY^*_{LM}d^3r
+ik\int(\mathbf r\cdot\mathbf J)j_LY^*_{LM}d^3r\right].
\label{exact}
\end{equation}
Here, with $x=kr$,
\begin{equation}
g_L=\frac{d(xj_L)}{dx}=\frac{x^L}{(2L+1)!!}
\left[L+1-\frac{(L+3)x^2}{2(2L+3)}+\dots\right].
\label{gser}
\end{equation}
At large $x$, $j_L\simeq\sin(x-L\pi/2)/x$. For long waves, $kr\ll1$ throughout the source, keeping the first term of \eqref{gser} and dropping the $\mathbf r\cdot\mathbf J$ integral gives Siegert's theorem:
\begin{equation}
I_{LM}\simeq-c\sqrt{\frac{L+1}{L}}\,\frac{k^L}{(2L+1)!!}\,Q_{LM},
\qquad Q_{LM}=\int\rho\,r^LY^*_{LM}\,d^3r .
\label{siegert}
\end{equation}
Both dropped corrections are of relative order $(kr)^2$ if the charge moves with the transition frequency as its natural scale. These estimates can mislead if $Q_{LM}$ is small through cancellation. For $L=1$ the theorem rests on the relation, for each Cartesian component $x_a$,
\begin{equation}
\int J_a\,d^3r=-i\omega\int\rho\,x_a\,d^3r
\label{dip}
\end{equation}
An incomplete current or approximate states can violate \eqref{cont}; the current and charge forms then generally disagree.

\section{From the amplitude to the rate}

\noindent\textbf{Q:} Before you go on, remind me what we have.

\noindent\textbf{A:} The source has transition densities $\rho$ and $\mathbf J$ with $\nabla\cdot\mathbf J=i\omega\rho$ and $\omega=ck$. The electric mode is $\mathbf A_{LM}=(1/k)\nabla\times\mathbf F_{LM}$, where $\mathbf F_{LM}=j_L(kr)\mathbf X_{LM}$, $\int|\mathbf X_{LM}|^2d\Omega=1$ and $\nabla\times\mathbf A_{LM}=k\mathbf F_{LM}$. Its tangential part is proportional to $g_L=d(rj_L)/dr$. The amplitude $I_{LM}=\int\mathbf J\cdot\mathbf A^*_{LM}d^3r$ has the exact form \eqref{exact} and the long-wave limit \eqref{siegert}, with the charge moment $Q_{LM}=\int\rho\,r^LY^*_{LM}d^3r$.

\medskip
\noindent\textbf{Q:} That amplitude uses a mode extending to infinity, with no finite norm. How do you get a rate from it?

\noindent\textbf{A:} Put the source at the centre of a conducting sphere of large radius $R$. The tangential electric field must vanish at the wall, which means $g_L=0$ at $r=R$. The norm follows from a partial integration with $\mathbf G=\nabla\times\mathbf F=k\mathbf A$:
\begin{equation}
\int|\mathbf A|^2d^3r=\frac1{k^2}\left[\int\mathbf F^*\cdot(\nabla\times\mathbf G)\,d^3r
+\oint\hat{\mathbf r}\cdot(\mathbf F^*\times\mathbf G)\,dS\right].
\end{equation}
The surface integrand equals $\mathbf F^*\cdot(\mathbf G\times\hat{\mathbf r})$ and vanishes, because $\mathbf G$ has no tangential part at the wall. In the volume, $\nabla\times\mathbf G=k^2\mathbf F$. Using the large-distance form $j_L\simeq\sin(kr-L\pi/2)/(kr)$,
\begin{equation}
\mathcal N=\int|\mathbf A|^2d^3r=\int_0^Rj_L^2r^2dr\;\to\;\frac{R}{2k^2},
\label{norm}
\end{equation}
since $\sin^2$ averages to one half. The wall condition becomes $\cos(kR-L\pi/2)=0$, so neighbouring modes differ by $\Delta k=\pi/R$. The number of modes per unit energy is
\begin{equation}
\frac{dn}{dE}=\frac{1}{\hbar c\,\Delta k}=\frac{R}{\pi\hbar c}.
\label{dens}
\end{equation}

\medskip
\noindent\textbf{Q:} And the strength of the field of one photon?

\noindent\textbf{A:} Let $\mathbf u=\mathbf A_{LM}/\sqrt{\mathcal N}$ and write the quantized potential of this mode as $N(a\mathbf u\,e^{-i\omega t}+a^\dagger\mathbf u^*e^{i\omega t})$. The electric field is $-(1/c)$ times its time derivative, and the magnetic field is its curl. The partial integration above gives $\int|\nabla\times\mathbf u|^2d^3r=k^2$ and $\int(\nabla\times\mathbf u)^2d^3r=k^2\int\mathbf u^2d^3r$. In the sum of electric and magnetic energies the terms with $a^2$ and $a^{\dagger2}$ therefore cancel, and the others are equal:
\begin{equation}
\frac1{8\pi}\int(\mathbf E^2+\mathbf B^2)d^3r
=\frac{2}{8\pi}\,\frac{\omega^2}{c^2}N^2(aa^\dagger+a^\dagger a).
\end{equation}
This must equal $\tfrac12\hbar\omega(aa^\dagger+a^\dagger a)$, so $N^2=2\pi\hbar c^2/\omega$.

The coupling linear in the potential is $-(1/c)\int\hat{\mathbf J}\cdot\mathbf A\,d^3r$. The quadratic coupling changes the photon number by zero or two and does not contribute to one-photon emission at first order. Thus
\begin{equation}
|V_{fi}|^2=\frac{1}{c^2}\,\frac{2\pi\hbar c^2}{\omega}\,\frac{2k^2}{R}|I_{LM}|^2
=\frac{4\pi\hbar k}{cR}|I_{LM}|^2 ,
\end{equation}
where $k^2/\omega=k/c$ was used. The golden rule then gives
\begin{equation}
\Gamma_{LM}=\frac{2\pi}{\hbar}|V_{fi}|^2\frac{dn}{dE}
=\frac{2\pi}{\hbar}\,\frac{4\pi\hbar k}{cR}\,\frac{R}{\pi\hbar c}|I_{LM}|^2
=\frac{8\pi k}{\hbar c^2}|I_{LM}|^2 .
\label{rateI}
\end{equation}
The radius cancels, as it must. Long waves have not been assumed in this step.

\medskip
\noindent\textbf{Q:} Now put in the charge form, and tell me what to do with all the magnetic quantum numbers.

\noindent\textbf{A:} Squaring \eqref{siegert} gives $|I_{LM}|^2=c^2\,\frac{L+1}{L}\,\frac{k^{2L}}{((2L+1)!!)^2}|Q_{LM}|^2$. Photons with different $M$ are orthogonal final states, and so are different substates of the final level. Their rates add. Over initial substates one averages. With
\begin{equation}
B(EL)=\frac{1}{2j_i+1}\sum_{m_i,m_f,M}|Q_{LM}|^2 ,
\end{equation}
where $j_i$ is the angular momentum of the initial level, \eqref{rateI} becomes
\begin{equation}
\Gamma(EL)=\frac{8\pi(L+1)}{L\,((2L+1)!!)^2}\,\frac{k^{2L+1}}{\hbar}\,B(EL).
\label{rate}
\end{equation}
The double factorial and $k^{2L}$ come from the field near the origin, $(L+1)/L$ from the gradient part of the mode, and $8\pi k$ from the prefactor $2\pi$ of the golden rule together with the one-photon field strength, the norm and the density of the modes.

For $L=1$ the factor is $16\pi/9$. The three functions $rY_{1M}$ are $\sqrt{3/4\pi}$ times the components of $\mathbf r$ in a unitary basis, so $\sum_M|Q_{1M}|^2=(3/4\pi)|\mathbf d|^2$ with $\mathbf d=\int\rho\,\mathbf r\,d^3r$. The result is $\Gamma=4k^3|\mathbf d|^2/(3\hbar)$, the dipole rate.

\medskip
\noindent\textbf{Q:} A factor with that many pieces deserves a check that does not pass through multipoles.

\noindent\textbf{A:} Use plane waves in a box of volume $\mathcal V$. The mode is $\boldsymbol\epsilon\,e^{i\mathbf k\cdot\mathbf r}/\sqrt{\mathcal V}$, and the density of modes is $\mathcal Vk^2d\Omega/((2\pi)^3\hbar c)$. The golden rule gives
\begin{align}
\Gamma&=\frac{2\pi}{\hbar}\,\frac{2\pi\hbar}{\omega\mathcal V}\,
\frac{\mathcal Vk^2}{(2\pi)^3\hbar c}\int d\Omega\sum_{\boldsymbol\epsilon}
\left|\int\mathbf J\cdot\boldsymbol\epsilon^*e^{-i\mathbf k\cdot\mathbf r}d^3r\right|^2\nonumber\\
&=\frac{k}{2\pi\hbar c^2}\int d\Omega\sum_{\boldsymbol\epsilon}
\left|\int\mathbf J\cdot\boldsymbol\epsilon^*e^{-i\mathbf k\cdot\mathbf r}d^3r\right|^2 .
\label{plane}
\end{align}
This is the rate into all multipoles together. To compare it with \eqref{rate} I choose transitions in which one multipole survives: a spinless electron going from orbital angular momentum $L$ to an $s$ state. Conservation of angular momentum fixes the photon's $L$. Under inversion the components of $\mathbf J$ acquire $(-1)^{L+1}$ and those of the magnetic mode $\mathbf F_{LM}$ acquire $(-1)^L$, so their overlap is zero. The electric mode remains.

\medskip
\noindent\textbf{Q:} Then take a real atom.

\noindent\textbf{A:} Hydrogen, nonrelativistic, with a spinless electron and a fixed nucleus. In atomic units $\hbar=m=e=1$ and $c\approx137.036$. The initial states have $n=L+1$ and orbital angular momentum $L$:
\begin{equation}
\psi_i=N_Lr^Le^{-r/n}Y_{L0},\quad
N_L^2=\frac{(2/n)^{2L+3}}{(2L+2)!},\quad
\psi_f=\frac{e^{-r}}{\sqrt\pi}.
\end{equation}
The electron has charge $-1$, so $\rho=-\psi_f\psi_i$. With $a=1+1/n$,
\begin{equation}
Q_{L0}=-\frac{N_L}{\sqrt\pi}\int_0^\infty r^{2L+2}e^{-ar}dr
=-\frac{N_L}{\sqrt\pi}\,\frac{(2L+2)!}{a^{2L+3}} .
\end{equation}
For $2p\to1s$ this is $-0.36398$, and its square is $B(E1)=0.13248$. The photon has $\omega=0.375$ and $k=\omega/c=2.7365\times10^{-3}$. Then
\begin{equation}
\Gamma=5.5851\times(2.7365\times10^{-3})^3\times0.13248=1.516\times10^{-8}
\end{equation}
per atomic unit of time. Dividing by $2.4189\times10^{-17}$\,s gives $6.268\times10^8\,\mathrm{s^{-1}}$.

The same steps give $594.1\,\mathrm{s^{-1}}$ for $3d\to1s$ (E2) and $3.109\times10^{-4}\,\mathrm{s^{-1}}$ for $4f\to1s$ (E3). These two are partial rates, since both upper states can also decay by E1 to other levels. The E2 rate is about $10^{-6}$ of the E1 rate. The rate factors contribute $0.1676/5.585=0.030$ to this ratio, the powers of $k$ contribute $1.75\times10^{-5}$, and the moments $0.2390/0.1325=1.80$.

\medskip
\noindent\textbf{Q:} You used only $m=0$ states there. What about the average over initial substates?

\noindent\textbf{A:} Put $Y_{Lm}$ in place of $Y_{L0}$ in $\psi_i$. The radial integral in $Q_{LM}$ is unchanged, and the angular integral is $\int Y_{Lm}Y^*_{LM}\,d\Omega=\delta_{mM}$. Every substate, and every normalized combination of substates, therefore has the same $\sum_M|Q_{LM}|^2$, and the average $B(EL)$ equals the $m=0$ value $Q_{L0}^2$. The exact amplitude \eqref{exact} behaves in the same way, because $\rho$ and $\mathbf r\cdot\mathbf J$ both carry the angular factor of $\psi_i$ when the final state is an $s$ state. As a test, \eqref{plane} was evaluated for a $3d$ orbital of $xy$ shape, which no rotation turns into the $m=0$ orbital, as well as for $m=0$. The rates agree to better than one part in $10^7$.

\medskip
\noindent\textbf{Q:} And how good is the long-wave replacement itself? You promised corrections of order $(kr)^2$.

\noindent\textbf{A:} Here they can be calculated. Averages below use the normalized weight $r^{2L+2}e^{-ar}$, so $\langle r\rangle=(2L+3)/a$ and $\langle r^2\rangle=(2L+3)(2L+4)/a^2$. The second term in \eqref{gser}, relative to the first, changes the amplitude by
\begin{equation}
C_1k^2,\qquad C_1=-\frac{(L+3)\langle r^2\rangle}{2(L+1)(2L+3)} .
\end{equation}
For the other correction, the current is $\mathbf J=-(1/2i)(\psi_f\nabla\psi_i-\psi_i\nabla\psi_f)$. Because $r\partial_r\psi_i=(L-r/n)\psi_i$ and $r\partial_r\psi_f=-r\psi_f$,
\begin{equation}
\mathbf r\cdot\mathbf J=\frac{\rho}{2i}\left[L+\left(1-\frac1n\right)r\right].
\end{equation}
In \eqref{exact} this is multiplied by $ik$, giving a real factor $k/2$. Divide by the leading charge factor $c(L+1)$ and use $k/c=k^2/\omega$:
\begin{equation}
C_2k^2,\qquad C_2=\frac{L+(1-1/n)\langle r\rangle}{2\omega(L+1)} .
\end{equation}
For $2p\to1s$, $\langle r\rangle=10/3$ and $\langle r^2\rangle=40/3$. Then $C_1=-8/3$, $C_2=16/9$, and the sum is $-8/9$. The two corrections are comparable and have opposite signs. Multiplied by $k^2$, the sum changes the amplitude by $-6.7\times10^{-6}$ relative to \eqref{siegert}. Direct integration of the current with the curl field gives the same value. For E2 and E3 the changes are $-1.8\times10^{-5}$ and $-3.0\times10^{-5}$.

The plane-wave rates lie below the closed formula by about twice these relative amounts, as they should, since a rate is quadratic in the amplitude. Rates from the modes of a large conducting sphere agree with the plane-wave rates within the tested $4\times10^{-5}$.

These corrections belong to the spinless model. They are not the error with respect to a real atom, because spin, relativity, nuclear motion and radiative corrections are absent. Nuclear motion alone is larger than these corrections. With a proton of finite mass $M$ and the reduced mass $\mu$, $k$ scales as $\mu$ and lengths scale as $1/\mu$. The electron sits at $(\mu/m)\mathbf r$ and the proton at $-(\mu/M)\mathbf r$ from the centre of mass. The rate then scales as $\mu/m$ for E1 and nearly as $(\mu/m)^{2L+1}$ for $L\ge2$. The three rates fall by $0.05\%$, $0.27\%$ and $0.38\%$, to $6.265\times10^8$, $592.4$ and $3.097\times10^{-4}\,\mathrm{s^{-1}}$.

\medskip
\noindent\textbf{Q:} With corrections this small, your test might not see a wrong $\mathbf r\cdot\mathbf J$ term.

\noindent\textbf{A:} Lower the speed of light in the model. With $c=5$ and the same orbitals, $k$ is about 27 times larger. The current amplitude divided by \eqref{siegert} is then $0.9950$, $0.9868$ and $0.9778$ for E1, E2 and E3. The form \eqref{exact}, with its $\mathbf r\cdot\mathbf J$ term, was tested against the curl integral there and agrees to one part in $10^6$.

\medskip
\noindent\textbf{Q:} Now break continuity. How bad does it get?

\noindent\textbf{A:} Keep the $2p$ function and $\omega=3/8$, but replace the final function by one proportional to $e^{-\zeta r}$. It is not an eigenfunction of the same Hamiltonian unless $\zeta=1$. For E1 the two forms are the two sides of \eqref{dip}. Partial integration and $\partial_z\psi_f=-\zeta(z/r)\psi_f$ give
\begin{equation}
\int J_zd^3r=\frac1i\int\psi_i\,\partial_z\psi_f\,d^3r
=i\zeta\int\psi_i\psi_f\frac zr\,d^3r,
\end{equation}
while the charge side is $-i\omega\int\rho z\,d^3r=i\omega\int\psi_i\psi_fz\,d^3r$. Since $\psi_i\propto ze^{-r/2}$, the integrals have radial parts $3!/s^4$ and $4!/s^5$, with $s=\zeta+1/2$. Their angular parts are equal. The ratio is
\begin{equation}
\frac{\text{current form}}{\text{charge form}}
=\frac{\zeta}{\omega}\,\frac{3!/s^4}{4!/s^5}
=\frac{\zeta s}{4\omega}=\frac{\zeta(\zeta+1/2)}{3/2}.
\end{equation}
It is 1 at $\zeta=1$. At $\zeta=1.2$ it is $1.2\times1.7/1.5=1.36$, and the two rates differ by a factor of $1.85$. Long waves do not help: this discrepancy does not shrink with $k$.

\medskip
\noindent\textbf{Q:} Is there a case where the states and the current are right, the waves are long, and \eqref{rate} still fails?

\noindent\textbf{A:} Yes, when the moment vanishes or nearly does. Take particles that all have the same ratio $q/m$ of charge to mass and are bound by their mutual forces alone, so that the centre-of-mass motion separates from the internal motion. Their dipole operator is
\begin{equation}
\sum_aq_a\mathbf r_a=\frac qm\sum_am_a\mathbf r_a ,
\end{equation}
which is proportional to the centre-of-mass position. It cannot connect two orthogonal internal states with the same centre-of-mass motion. (The electrons of an atom or molecule also share one $q/m$, but the attraction to the nuclei prevents this separation, and their E1 transitions are not suppressed.) The leading E1 amplitude is then zero, and \eqref{rate} says no more than that the rate vanishes at this order. Any E1 emission must come from the terms dropped after \eqref{exact}, including $\mathbf r\cdot\mathbf J$ and spin, and there the charge density alone is not enough.

The numerical output below lists the moments, rates and corrections for the three hydrogen transitions.

\section*{Computed values}
\begin{verbatim}
speed of light = 137.035999 atomic units
atomic unit of time = 2.418884e-17 s
2p-1s E1: photon energy = 0.375000 hartree
2p-1s E1: wave number k = 2.736507e-03 per bohr
2p-1s E1: wavelength = 121.502 nm
2p-1s E1: charge moment Q = -0.363977 e bohr^1
2p-1s E1: B(EL) = 0.132480 e^2 bohr^2
2p-1s E1: rate factor = 5.585054e+00 (no unit)
2p-1s E1: rate, closed formula = 6.268315e+08 per s
2p-1s E1: rate, plane waves = 6.268232e+08 per s
2p-1s E1: rate, sphere modes = 6.268232e+08 per s
2p-1s E1: Bessel part of C = -2.66667 bohr^2
2p-1s E1: r.J part of C = 1.77778 bohr^2
2p-1s E1: total C = -0.88889 bohr^2
2p-1s E1: amplitude ratio - 1 at physical c = -6.6564e-06
2p-1s E1: amplitude ratio at c = 5 a.u. = 0.99502
3d-1s E2: photon energy = 0.444444 hartree
3d-1s E2: wave number k = 3.243268e-03 per bohr
3d-1s E2: wavelength = 102.518 nm
3d-1s E2: charge moment Q = -0.488878 e bohr^2
3d-1s E2: B(EL) = 0.239002 e^2 bohr^4
3d-1s E2: rate factor = 1.675516e-01 (no unit)
3d-1s E2: rate, closed formula = 5.940856e+02 per s
3d-1s E2: rate, plane waves = 5.940645e+02 per s
3d-1s E2: rate, sphere modes = 5.940645e+02 per s
3d-1s E2: Bessel part of C = -3.75000 bohr^2
3d-1s E2: r.J part of C = 2.06250 bohr^2
3d-1s E2: total C = -1.68750 bohr^2
3d-1s E2: amplitude ratio - 1 at physical c = -1.7750e-05
3d-1s E2: amplitude ratio at c = 5 a.u. = 0.98678
3d(xy)-1s: rate, plane waves = 5.940645e+02 per s
4f-1s E3: photon energy = 0.468750 hartree
4f-1s E3: wave number k = 3.420634e-03 per bohr
4f-1s E3: wavelength = 97.202 nm
4f-1s E3: charge moment Q = -0.671986 e bohr^3
4f-1s E3: B(EL) = 0.451565 e^2 bohr^6
4f-1s E3: rate factor = 3.039485e-03 (no unit)
4f-1s E3: rate, closed formula = 3.109221e-04 per s
4f-1s E3: rate, plane waves = 3.109035e-04 per s
4f-1s E3: rate, sphere modes = 3.109035e-04 per s
4f-1s E3: Bessel part of C = -4.80000 bohr^2
4f-1s E3: r.J part of C = 2.24000 bohr^2
4f-1s E3: total C = -2.56000 bohr^2
4f-1s E3: amplitude ratio - 1 at physical c = -2.9953e-05
4f-1s E3: amplitude ratio at c = 5 a.u. = 0.97781
broken continuity: final exponent = 1.2 per bohr
broken continuity: current/charge amplitude = 1.3600
broken continuity: current/charge rate = 1.8496
\end{verbatim}
